# Infrared-active carbonyl stretches of staggered dimanganese decacarbonyl

## Question

I am trying to reduce the ten C–O stretches of Mn₂(CO)₁₀ in its staggered $D_{4d}$ form. I should find three infrared-active fundamentals, two $B_2$ and one $E_1$, but I am stuck in three places.

First, my reduction gives fractions. I took the carbonyls left in place by a $\sigma_d$ reflection to be the two axial ones, which gives $n_{A_1}=(10+4+2+8)/16=3/2$.

Second, $E_1$ is doubly degenerate. Doesn't that make four active vibrations?

Third, if three bands are seen, does that prove that the molecule is staggered? And should all three be strong?

## Answer

The fractions come from the $\sigma_d$ count: each such plane also contains two equatorial carbonyls.

**Geometry and characters**

Let $z$ be the Mn–Mn axis. Put the upper equatorial carbonyls at azimuths $0°,90°,180°,270°$ and the lower ones at $45°,135°,225°,315°$. The $\sigma_d$ planes contain $z$ and lie at $0°,45°,90°,135°$. The plane at $0°$ holds both axial carbonyls and the upper ones at $0°$ and $180°$, so four carbonyls stay in place. The plane at $45°$ does the same with two lower ones.

Count each stretch $q_j$ as positive when the bond lengthens. A symmetry operation then permutes the $q_j$ without changing signs, and its character is the number of unmoved carbonyls. $S_8$, $S_8^3$ and the $C_2'$ axes, which are perpendicular to $z$, exchange the two halves and leave none in place. $C_4$ and $C_2$ leave the two axial ones.

The irreducible characters follow from two generators, $S_8$ and $\sigma_d$. In a one-dimensional species each is $+1$ or $-1$, and $C_2'$ has the character of their product. In the pair $E_m$, with $m=1,2,3$, $S_8$ has eigenvalues $e^{\pm im\pi/4}$, so $S_8^k$ has character $2\cos(mk\pi/4)$, where $S_8^2=C_4$ and $S_8^4=C_2$. The operations $\sigma_d$ and $C_2'$ swap the two eigenvectors and have character 0. The squared dimensions add up to $4\cdot1+3\cdot4=16$, the order of the group, so the list is complete.

| | $E$ | $2S_8$ | $2C_4$ | $2S_8^3$ | $C_2$ | $4C_2'$ | $4\sigma_d$ |
|---|---|---|---|---|---|---|---|
| $A_1$ | 1 | 1 | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | 1 | 1 | 1 | −1 | −1 |
| $B_1$ | 1 | −1 | 1 | −1 | 1 | 1 | −1 |
| $B_2$ | 1 | −1 | 1 | −1 | 1 | −1 | 1 |
| $E_1$ | 2 | √2 | 0 | −√2 | −2 | 0 | 0 |
| $E_2$ | 2 | 0 | −2 | 0 | 2 | 0 | 0 |
| $E_3$ | 2 | −√2 | 0 | √2 | −2 | 0 | 0 |
| axial CO | 2 | 0 | 2 | 0 | 2 | 0 | 2 |
| equatorial CO | 8 | 0 | 0 | 0 | 0 | 0 | 2 |
| all CO | 10 | 0 | 2 | 0 | 2 | 0 | 4 |

**Reduction**

With the class sizes included,

$$n_\Gamma=\tfrac1{16}\left[10\,\chi_\Gamma(E)+2\cdot2\,\chi_\Gamma(C_4)+2\,\chi_\Gamma(C_2)+4\cdot4\,\chi_\Gamma(\sigma_d)\right].$$

- $A_1$ and $B_2$: $(10+4+2+16)/16=2$ each.
- $A_2$ and $B_1$: $(10+4+2-16)/16=0$.
- $E_1$ and $E_3$: $(20+0-4+0)/16=1$ each.
- $E_2$: $(20-8+4+0)/16=1$.

Hence

$$\Gamma_{\rm CO}=2A_1+2B_2+E_1+E_2+E_3 ,$$

which accounts for $2+2+2+2+2=10$ coordinates and seven frequencies.

**Which of them absorb**

Assume harmonic vibrations and a dipole moment linear in the stretches, $\boldsymbol\mu=\boldsymbol\mu_0+Dq$. For a mass-weighted normal coordinate $Q$ of angular frequency $\omega$, the transition moment of the fundamental is

$$\langle1|\boldsymbol\mu|0\rangle=\frac{\partial\boldsymbol\mu}{\partial Q}\sqrt{\frac{\hbar}{2\omega}} ,$$

so the mode absorbs only if $\partial\boldsymbol\mu/\partial Q\neq0$.

Let $P$ be the permutation of the stretches under $S_8$ and $R$ its action on vectors. Transforming the distortion must transform the dipole with it, so $DP=RD$. If $Pv=\lambda v$, then

$$R(Dv)=DPv=\lambda\,(Dv).$$

Thus $Dv$ is either zero or an eigenvector of $R$ with the same $\lambda$. $S_8$ turns vectors by $45°$ about $z$ and reverses $z$, so $R$ has eigenvalues $-1$ (for $z$) and $e^{\pm i\pi/4}$ (for $x,y$). The stretches have

- $A_1$: $+1$
- $B_2$: $-1$
- $E_1$: $e^{\pm i\pi/4}$
- $E_2$: $e^{\pm i\pi/2}$
- $E_3$: $e^{\pm 3i\pi/4}$

Only $B_2$ and $E_1$ match. The two $B_2$ modes absorb light polarized along $z$, and the $E_1$ pair absorbs light polarized in the $xy$ plane. This answers your second point: there are four active normal coordinates, but the two in $E_1$ share one frequency, so there are three fundamentals.

The count refers to C–O stretches. All 60 vibrations of the molecule include $6B_2+8E_1$, that is, 14 active fundamentals. Stretches can mix with other vibrations of their own species, but this does not change the selection rule.

**What the active modes look like**

Let $a_1,a_2$ be the upper and lower axial stretches. Normalized $B_2$ coordinates are

$$s_a=\frac{a_1-a_2}{\sqrt2},\qquad s_e=\frac{\sum_{\rm upper}q_j-\sum_{\rm lower}q_j}{\sqrt8}.$$

The $E_1$ pair is $\tfrac12\sum_jq_j\cos\varphi_j$ and $\tfrac12\sum_jq_j\sin\varphi_j$, summed over both rings, where $\varphi_j$ is the azimuth. The in-plane dipoles of the two rings add. Reversing the sign of one ring gives the $E_3$ pair, in which they cancel.

**A numerical model**

I keep only the C–O stretches, with these round constants:

- Stretching: $k_{ax}=1590$ and $k_{eq}=1650$ N/m.
- Couplings within one half: $k_{cis}=20$ and $k_{trans}=40$ N/m between equatorial groups, and $k_{ae}=25$ N/m between axial and equatorial.

Between halves, I couple transition dipoles placed at the bond midpoints, with unit vectors $\mathbf e_i$ and effective charge $q_{\rm eff}=1.5\,e$:

$$K_{ij}=\frac{q_{\rm eff}^2}{4\pi\varepsilon_0r^3}\left[\mathbf e_i\cdot\mathbf e_j-3(\mathbf e_i\cdot\hat{\mathbf r})(\mathbf e_j\cdot\hat{\mathbf r})\right].$$

The bond lengths are Mn–Mn 2.9, Mn–C 1.85 and C–O 1.15 Å, and the equatorial groups lean by $\tau=4°$ towards the other metal. The results are $K_{45}=12.87$ and $K_{135}=3.97$ N/m for equatorial pairs $45°$ and $135°$ apart in azimuth, $K_{aa}=2.23$ N/m for the axial pair, and $K_{ae}=2.95$ N/m for an axial and an equatorial group.

In the $E_1$ pattern the two cis neighbours of a group cancel, because $\cos(\varphi+90°)+\cos(\varphi-90°)=0$, and the trans partner has the opposite sign. The other ring contributes $2\cos45°\,K_{45}+2\cos135°\,K_{135}$. Therefore

$$k_{E_1}=k_{eq}-k_{trans}+\sqrt2\,(K_{45}-K_{135})=1650-40+12.6=1622.6\ \text{N/m}.$$

With the C–O reduced mass $m=6.856$ u, $\tilde\nu=\sqrt{k/m}/(2\pi c)$ gives 2004 cm⁻¹.

For $B_2$, all groups of one ring move together and the other half moves oppositely, so couplings between halves enter with a minus sign:

$$F_{aa}=k_{ax}-K_{aa}=1587.8,$$
$$F_{ee}=k_{eq}+2k_{cis}+k_{trans}-2K_{45}-2K_{135}=1696.3,$$
$$F_{ae}=\frac{8(k_{ae}-K_{ae})}{\sqrt2\sqrt8}=2(k_{ae}-K_{ae})=44.1\ \text{N/m}.$$

The eigenvalues are $1642.0\pm\sqrt{54.3^2+44.1^2}=1642.0\pm69.9$ N/m, which correspond to 1973 and 2059 cm⁻¹.

**Allowed does not mean strong**

Let each stretch produce a dipole along its own bond. The intensity of a mode is then proportional to $|\sum_jq_j\mathbf e_j|^2$, evaluated for its normalized pattern. Summed over all modes this is $\sum_j|\mathbf e_j|^2=10$. Each $E_1$ partner gives $\tfrac12\cos\tau\cdot4=2\cos\tau$, so the pair has the share $8\cos^2\tau/10=79.6\%$.

For a $B_2$ mode $c_as_a+c_es_e$, the axial part gives $\sqrt2\,c_a$. The leaning equatorial bonds have $z$ components $-\sin\tau$ above and $+\sin\tau$ below, which give $-\sqrt8\sin\tau\,c_e$. The share is

$$\frac{(\sqrt2\,c_a-\sqrt8\sin\tau\,c_e)^2}{10}.$$

- Lower mode, $(c_a,c_e)=(0.942,-0.335)$: $(1.333+0.066)^2/10=19.6\%$.
- Upper mode, $(0.335,0.942)$: $(0.473-0.186)^2/10=0.8\%$.

The upper mode is mainly equatorial, and its two contributions oppose each other. If $F_{ae}$ and $\tau$ were both zero, its intensity in this model would vanish although symmetry allows it.

**Do three bands prove the staggered form?**

No. Each half by itself has two patterns with full fourfold symmetry (axial and ring), one alternating ring pattern and one doubly degenerate pattern.

In the eclipsed $D_{4h}$ form, reflection in the $xy$ plane exchanges the halves, reverses $z$ and preserves $x,y$. The active combinations are the two odd ones of the symmetric patterns and the even one of the degenerate patterns. That is again three frequencies.

At an intermediate twist ($D_4$), neither $S_8$ nor that reflection survives. Rotations about the $C_2'$ axes still separate the $z$-active combinations from the totally symmetric ones, which leaves two. Both degenerate pairs, however, now belong to the same species as $(x,y)$, so there are four active frequencies. Three bands therefore fit either end form and count against a fixed intermediate twist, provided that all the allowed bands are strong enough to be seen and are resolved. That proviso matters. In the model above, the fourth band carries only about 0.7% of the intensity at a twist of 10° from the staggered form and about 1% at 22.5°, and it lies within 16 cm⁻¹ of the lower $B_2$ band.

**Comparison with the real molecule**

Its C–O bands do lie near 2000 cm⁻¹ (a rough value), but my constants were chosen to fall in that region, so this is no prediction. The division of intensity between the two $B_2$ bands (19.6% and 0.8%) is not reliable either. The upper share falls from 2.1% to 0.02% as $\tau$ goes from 0° to 10°, and the highest band is clearly visible in solution spectra. The model omits charge flow along the Mn–Mn bond, which may strengthen it; that is a conjecture.

Two omissions move frequencies but leave the selection rule intact. For a single equatorial stretch with $k_{eq}$ held fixed, an Mn–C spring of 200 N/m (rough) attached to a fixed metal adds 41 cm⁻¹. Anharmonicity in a Morse well 11 eV deep (rough) subtracts 23 cm⁻¹. Anharmonicity can also make overtones and combinations appear, which are outside this count.

Two others lower the symmetry, the second only momentarily:

- **Carbon-13.** At 1.1% abundance, $1-0.989^{10}=10.5\%$ of molecules contain at least one ¹³CO. With one equatorial ¹³CO, the model puts 9.8% of that molecule's intensity at 1960 cm⁻¹. Such molecules make up $8(0.011)(0.989)^9=8.0\%$ of the sample, so this satellite carries about 0.8% of the total, as much as the upper $B_2$ band in this model.
- **Torsion.** For an assumed torsional wavenumber of 40 cm⁻¹ at 300 K, the rms twist away from the staggered form is 6.3°. Frozen at that twist, the former $E_3$ pair near 1988 cm⁻¹ would acquire 0.4% of the intensity. In a molecule that oscillates harmonically about the staggered form, two terms are linear in the twist. One is a dipole proportional to the twist times the $E_3$ coordinate. The other is a force coupling between $E_3$ and $E_1$, which arises because the couplings between the rings change with the twist. The twist changes the torsional quantum number by one, so intensity appears in combination and difference bands about 40 cm⁻¹ to either side of the $E_3$ frequency, and the $E_3$ fundamental itself stays forbidden. The frozen value of 0.4% does not give the strength of these bands: the torsional quantum is larger than the 16 cm⁻¹ that separate $E_3$ and $E_1$ in this model, so the stretching patterns cannot adjust to the twist as if it stood still. The amplitude borrowed from $E_1$ varies as the inverse of the distance from the $E_1$ frequency and changes sign above it. It opposes the dipole term below $E_1$ and reinforces it above. With the torsion quantized, the model puts about 0.8% in the band near 2028 cm⁻¹, as much as in the upper $B_2$ band, and only about 0.01% in the band near 1948 cm⁻¹.

A solvent cage or crystal site of lower symmetry can likewise activate other modes. The count of three holds for an isotopically uniform molecule at its $D_{4d}$ geometry, in surroundings that preserve that symmetry. The full list of levels is in the numerical output below.

## Table of computed values

```
Classes: 1 E, 2 S8, 2 C4, 2 S8^3, 1 C2, 4 C2', 4 sigma_d
Unmoved CO per class, axial: [2, 0, 2, 0, 2, 0, 2]
Unmoved CO per class, equatorial: [8, 0, 0, 0, 0, 0, 2]
Unmoved CO per class, all CO: [10, 0, 2, 0, 2, 0, 4]
Axial stretches: A1 + B2
Equatorial stretches: A1 + B2 + E1 + E2 + E3
All ten stretches: 2A1 + 2B2 + E1 + E2 + E3
Dipole: B2 + E1 | polarizability: 2A1 + E2 + E3
All 60 vibrations: 7A1 + A2 + 2B1 + 6B2 + 8E1 + 6E2 + 8E3
staggered D4d: 7 stretch levels, 3 infrared active
twisted D4: 8 stretch levels, 4 infrared active
eclipsed D4h: 8 stretch levels, 3 infrared active
Geometry: Mn-Mn 2.9, Mn-C 1.85, C-O 1.15 angstrom; tau 4.0 deg
k_ax 1590, k_eq 1650, k_cis 20, k_trans 40, k_ae 25 N/m
q_eff 1.5 e; CO reduced mass 6.8562 u
Between halves: K45 12.865, K135 3.974, K_aa 2.230, K_ae 2.948 N/m
Level B2: 1972.76 cm^-1, infrared share 19.564 %
Level A1: 1974.96 cm^-1, infrared share 0.000 %
Level E3: 1988.58 cm^-1, infrared share 0.000 %
Level E1: 2004.17 cm^-1, infrared share 79.611 %
Level E2: 2021.04 cm^-1, infrared share 0.000 %
Level B2: 2058.65 cm^-1, infrared share 0.825 %
Level A1: 2099.32 cm^-1, infrared share 0.000 %
Effective constants: E1 1622.573, E2 1650.000, E3 1597.427 N/m
B2 block: axial 1587.770, equatorial 1696.323, off-diagonal 44.104 N/m
B2 lower: constant 1572.110 N/m, c_a 0.9424, c_e -0.3346
B2 upper: constant 1711.983 N/m, c_a 0.3346, c_e 0.9424
Local equatorial stretch: 2021.04 cm^-1
Mn-C spring 200 N/m (fixed Mn) shifts it by +40.7 cm^-1
Morse well 11 eV shifts the fundamental by -23.0 cm^-1
13C abundance 1.1 %: molecules with at least one 13CO 10.5 %
One axial 13CO, cm^-1 (share in %):
  1932.8 (10.1), 1973.9 (9.5), 2004.2 (80.0), 2056.9 (0.4)
One equatorial 13CO, cm^-1 (share in %):
  1960.2 (9.8), 1973.6 (15.5), 1976.0 (3.0), 1997.5 (24.1), 2004.2 (40.0), 2015.9 (6.2), 2055.5 (1.2)
Torsion 40 cm^-1 at 300 K: moment of one half 736.5 u angstrom^2
Rms twist 6.27 deg
At that twist the former E3 pair: 1988.14 cm^-1, share 0.358 %
```
